# The Keller–Simmons transmitted fraction for sputtered atoms between absorbing planes

A sputtering target faces a substrate across a gap filled with working gas. Atoms leave the target with energies far above thermal, lose that energy in collisions, and then wander through the gas until they meet a surface. An atom that thermalises close to the target is likely to diffuse back to it, while one that thermalises near the substrate is likely to be deposited. What fraction of the emitted atoms reaches the substrate, and how does it depend on pressure and gap?

## Setting and assumptions

The target is the plane $x=0$ and the substrate the plane $x=d$. Fluxes are positive towards the substrate. The target emits $F_0$ atoms per unit area and time. The assumptions are these.

**A1. Exponential thermalisation.** A fast atom has a constant probability $dx/\lambda$ of becoming thermal while it advances by $dx$ along the normal. The fast flux then obeys $dF/dx=-F/\lambda$, so
$$F(x)=F_0e^{-x/\lambda}.$$
The thermalisation length $\lambda$ is an effective length along the normal. It represents the average effect of emission angles, energies and the number of collisions needed to slow an atom, and it is not the mean free path. The spread in these quantities can make the true depth law non-exponential. Fast atoms scattered back to the target before they thermalise are neglected.

**A2. Steady one-dimensional diffusion.** Thermal atoms, of density $n(x)$, are dilute in the gas and carry the flux $-D\,n'(x)$ with uniform $D$. There is no gas flow, no loss in the gas and no escape through the sides of the gap.

**A3. Absorbing planes.** Fast atoms reaching the substrate stick. For thermal atoms, $n(0)=n(d)=0$.

Collision rates are proportional to gas density, hence to pressure $p$ at fixed gas temperature. For fixed species and emission energies one may therefore write $\lambda=C/p$, with $C$ a characteristic pressure–distance product.

## The theorem

**Theorem.** Under A1–A3 the fraction of emitted atoms that reaches the substrate, fast and thermal together, is
$$T=\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right).$$
The fast atoms contribute $e^{-d/\lambda}$ and diffusion contributes $T-e^{-d/\lambda}$. The remaining fraction $1-T$ returns to the target.

The formula thus counts all arrivals. It is not the yield of the diffusive stage alone.

**Lemma 1 (constant total flux).** The sum $J=F(x)-D\,n'(x)$ does not depend on $x$.

*Proof.* Atoms lost from the fast flux between $x$ and $x+dx$ appear there as thermal atoms. The source of thermal atoms per unit volume is therefore
$$S(x)=-\frac{dF}{dx}=\frac{F_0}{\lambda}e^{-x/\lambda}.$$
In the steady state the diffusive flux leaving a thin slab exceeds the flux entering it by what the source supplies:
$$\frac{d}{dx}\left(-D\,n'\right)=S=-\frac{dF}{dx}.$$
Moving the last term to the left gives $\frac{d}{dx}(F-D\,n')=0$. ∎

*Proof of the theorem.* At $x=d$ the constant $J$ is the fast flux plus the diffusive flux into the substrate, so $T=J/F_0$. Integrate $J=F-D\,n'$ over the gap:
$$Jd=\int_0^dF_0e^{-x/\lambda}dx-D\,[n(d)-n(0)].$$
The bracket vanishes by A3, and the integral is $F_0\lambda(1-e^{-d/\lambda})$. Division by $F_0d$ gives $T$. The fast part is $F(d)/F_0=e^{-d/\lambda}$, and the rest of $T$ is diffusive.

At $x=0$ the same constant reads $J=F_0-D\,n'(0)$. The thermal flux returning to the target is therefore $D\,n'(0)=F_0-J=F_0(1-T)$. ∎

The proof shows that the transmitted fraction is the average over the gap of the surviving fast fraction. The value of $D$ drops out: faster diffusion lowers the density of thermal atoms but does not alter how they divide between the planes.

## The same result from single atoms

**Lemma 2.** A thermal atom starting at $x$ reaches the substrate before the target with probability $h(x)=x/d$.

*Proof.* With uniform $D$ and no drift, small displacements $+\delta$ and $-\delta$ are equally likely. Averaging over the next displacement gives
$$h(x)=\tfrac12\left[h(x+\delta)+h(x-\delta)\right].$$
Expanding the right side gives $h+\tfrac12\delta^2h''$ to leading order, so $h''=0$ as $\delta\to0$. An atom at the target has $h(0)=0$ and one at the substrate has $h(d)=1$. The straight line meeting both conditions is $x/d$. ∎

*Second proof of the theorem.* The diffusive contribution is the source, per emitted atom, weighted by $h$:
$$T_{\rm diff}=\int_0^d\frac{e^{-x/\lambda}}{\lambda}\,\frac{x}{d}\,dx.$$
Integrate by parts, using $e^{-x/\lambda}/\lambda=-\frac{d}{dx}e^{-x/\lambda}$:
$$T_{\rm diff}=\left[-\frac{x}{d}e^{-x/\lambda}\right]_0^d+\frac1d\int_0^de^{-x/\lambda}dx
=-e^{-d/\lambda}+\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right).$$
The fast arrivals add $e^{-d/\lambda}$, which cancels the first term and leaves $T$. ∎

## Thin and thick gaps

Put $u=d/\lambda=pd/C$, so that $T=(1-e^{-u})/u$.

**Thin gap, $u\ll1$.** Since $1-e^{-u}=u-u^2/2+u^3/6-\dots$,
$$T=1-\frac u2+\frac{u^2}{6}-\dots$$
To first order a fraction $u$ of the atoms thermalises, spread almost evenly over the gap. The mean of $x/d$ is then one half, so half of them return to the target. At $u=0.02$ the numerical solution of the diffusion problem gives 0.990066. The first-order limit is 0.990000, and the difference agrees with $u^2/6$.

**Thick gap, $u\gg1$.** The exponential is negligible and $T\approx\lambda/d=C/(pd)$. Practically all atoms thermalise, at mean depth $\lambda$, and Lemma 2 turns that depth into the probability $\lambda/d$. The loss with pressure is algebraic, although the fast flux falls exponentially.

**Corollary 1.** The diffusive contribution has a single maximum as a function of $u$, between $u=1$ and $u=2$.

*Proof.* Differentiate $T_{\rm diff}=(1-e^{-u})/u-e^{-u}$:
$$\frac{dT_{\rm diff}}{du}=\frac{e^{-u}}{u}-\frac{1-e^{-u}}{u^2}+e^{-u}
=\frac{e^{-u}}{u^2}\left(1+u+u^2-e^u\right).$$
From the exponential series, the bracket divided by $u^2$ is $\tfrac12-u/6-u^2/24-\dots$, which decreases steadily and so changes sign once. The bracket is positive at $u=1$, where it is $3-e$, and negative at $u=2$, where it is $7-e^2$. ∎

At low pressure few atoms are thermal, and at high pressure they thermalise too near the target. The maximum lies between these two regimes.

## The cloud of thermal atoms

**Corollary 2.** The thermal density is
$$n(x)=\frac{F_0\lambda(1-e^{-x/\lambda})-Jx}{D},$$
with its maximum at $x^*=\lambda\ln(1/T)$.

*Proof.* Lemma 1 gives $D\,n'=F-J$. Integration from $0$, where $n=0$, gives the stated density. Since $D\,n''=F'<0$, the profile is concave and has one maximum, where $n'=0$. There $F(x^*)=J$, or $e^{-x^*/\lambda}=T$. ∎

Between the target and $x^*$ the net diffusive flux points back to the target, and beyond $x^*$ it points towards the substrate. This concerns the net flux and not the fate of a single atom: by Lemma 2 an atom at any $x<d/2$, even beyond $x^*$, is more likely to end at the target. At $x^*$ the fast atoms alone carry the net flux. The maximum density follows by inserting $e^{-x^*/\lambda}=T$:
$$n_{\max}=\frac{F_0}{D}\left[\lambda(1-T)-Tx^*\right].$$

## Worked example

Take round model parameters: $C=10$ Pa cm, $p=4$ Pa, $d=5$ cm, $F_0=10^{15}$ cm$^{-2}$ s$^{-1}$ and $pD=10^4$ Pa cm$^2$/s. Then
$$\lambda=\frac{10}{4}=2.5\ \text{cm},\qquad u=\frac{5}{2.5}=2,\qquad D=\frac{10^4}{4}=2500\ \text{cm}^2/\text{s}.$$
The fast fraction is $e^{-2}=0.1353$, and
$$T=\frac{1-0.1353}{2}=0.4323.$$
Diffusion supplies $0.4323-0.1353=0.2970$, more than twice the fast contribution. The returned fraction is $0.5677$, and the deposited flux is $TF_0=4.32\times10^{14}$ cm$^{-2}$ s$^{-1}$.

The density maximum lies at $x^*=2.5\ln(1/0.4323)=2.10$ cm, on the target side of the midplane. Its height is
$$n_{\max}=\frac{10^{15}}{2500}\,(2.5\times0.5677-0.4323\times2.096)=2.05\times10^{11}\ \text{cm}^{-3}.$$

A random-walk simulation of both stages gives $T=0.4332\pm0.0011$, within one standard error of the formula. The pressure scan in the numerical output shows the change of regime. At 0.5 Pa the total is 0.885, of which 0.779 arrives fast. At 16 Pa it is 0.125, almost all of it diffusive. Among the listed pressures the diffusive part is largest at 4 Pa, where $u=2$, consistent with Corollary 1.

## What the exponential law contributes

**Proposition 1.** Let the thermalisation depth have any continuous distribution, with $P(x)$ the probability that an atom is still fast at $x$. With A2 and A3 unchanged,
$$T=\frac1d\int_0^dP(x)\,dx.$$

*Proof.* Lemma 1 used the relation $S=-F'$ and not the exponential form. Put $F=F_0P$ in $J=F-D\,n'$ and integrate over the gap with $n(0)=n(d)=0$. ∎

If the mean depth is $\lambda$, then $\int_0^\infty P\,dx=\lambda$, and
$$T=\frac{1}{d}\left(\lambda-\int_d^\infty P\,dx\right)\le\frac{\lambda}{d}.$$
At given mean depth, the distribution matters through its tail beyond the substrate. Depth in that tail is wasted, because an atom reaching $d$ counts as one arrival however far it could have flown.

Suppose that an atom must pass three successive exponential stages, each of mean length $\lambda/3$. The mean depth is unchanged, but the spread is smaller. In the example $T$ rises from 0.432 to 0.486, close to the upper bound $\lambda/d=0.5$. The missing depth $\lambda-Td$ is 0.34 cm for the exponential law and 0.07 cm for the three-stage law. The exponential form is thus a physical assumption. This narrower law raises $T$ by about 12.5%. A broader law can lower it: cosine emission with an exponential law along the path and the same mean depth gives 0.415, about 4% less. In a thick gap the tail is negligible for both laws, and both tend to $\lambda/d$.

## Non-uniform diffusion

**Proposition 2.** If the diffusive flux is $-D(x)n'(x)$, with A1 and A3 unchanged, then
$$T=\frac{\int_0^d e^{-x/\lambda}\,dx/D(x)}{\int_0^d dx/D(x)}.$$
If $D$ decreases from target to substrate, this is smaller than the uniform-$D$ value.

*Proof.* The total flux $J=F-D\,n'$ is still constant. Divide by $D$ before integrating, so that the derivative stands alone:
$$J\int_0^d\frac{dx}{D}=\int_0^d\frac{F}{D}\,dx-[n(d)-n(0)].$$
The bracket vanishes, which gives the formula. For the inequality write $w=1/D$ and $f=F/F_0$. As $f$ falls and $w$ rises with $x$, the product $[f(x)-f(y)][w(x)-w(y)]$ is negative for $x\ne y$. Integrating it over both variables gives
$$2d\int_0^d fw\,dx-2\int_0^d f\,dx\int_0^d w\,dx<0.$$
Division by $2d\int w\,dx$ yields $\int fw\,dx/\int w\,dx<\frac1d\int f\,dx$. ∎

The quantity $\int dx/D$ acts as a diffusive resistance. A large $D$ near the target makes the way back easier for atoms that thermalise there. If $D$ falls linearly by a factor of two from target to substrate, $T$ in the example drops from 0.432 to 0.388. This is the effect of a non-uniform $D$ alone, with the flux law $-D(x)n'(x)$, and not that of a hot region near the target. In a gas at uniform pressure but non-uniform temperature, ordinary diffusion is driven by the gradient of $n/N$, where $N$ is the gas density, and the flux is $-ND\,(n/N)'$. The same proof then applies with $1/D$ replaced by $1/(ND)$. Because $N$ is low where the gas is hot, $ND$ varies less than $D$, and at fixed $\lambda$ the fraction $T$ falls by less. But $\lambda$ is not fixed: it scales locally as $1/N$, and this reverses the sign. In terms of the gas column $\xi=\int_0^x N\,dx'$ the fast flux is again exponential, and the weight becomes $d\xi/(N^2D)$. At uniform pressure $D$ grows with gas temperature as a power of about 1.5 to 1.75, while $N^2$ falls as the power 2, so this weight is largest at the hot target, where the fast flux is largest. Then $T$ exceeds the uniform value for the same gas column. For a temperature profile that makes $D$ fall linearly by a factor of two, $T$ in the example is 0.44 to 0.45 at equal column, and 0.50 to 0.52 if the pressure and the substrate temperature are kept. Thermal diffusion is left out of these figures.

## The density at an absorbing wall

The condition $n=0$ is an idealisation: a finite flux carried at finite speed needs a finite density. An estimate of that density shows when A3 is adequate.

**Lemma 3.** Let the thermal atoms at a perfectly absorbing wall have a Maxwellian velocity distribution with a correction linear in the normal velocity. Requiring zero returning flux gives $J_w=n\bar v/2$, where $J_w$ is the flux into the wall and $\bar v$ the mean thermal speed.

*Proof.* Let $v$ be the velocity component towards the wall and $M(v)$ the normalised one-dimensional Maxwellian with variance $s^2=k_BT_g/m$, where $T_g$ is the gas temperature and $m$ the atom mass. Take $f(v)=M(v)(n+bv)$. The net flux is
$$J_w=\int_{-\infty}^{\infty}vf\,dv=bs^2,$$
because the term in $n$ is odd. The flux coming back from the wall is
$$\int_{-\infty}^0|v|f\,dv=\frac{ns}{\sqrt{2\pi}}-\frac{bs^2}{2}=\frac{n\bar v}{4}-\frac{J_w}{2},$$
where $\bar v=s\sqrt{8/\pi}$ was used. Setting it to zero gives $J_w=n\bar v/2$. ∎

The assumed $f$ becomes negative for $v<-2s^2/\bar v=-s\sqrt{\pi/2}\approx-1.25\,s$, which is well inside the thermal range: the returning flux vanishes through a cancellation of positive and negative parts. This is therefore an approximate boundary condition and not a solution of the kinetic equation. With $J_w=D|n'|$ it reads $n=\ell|n'|$, where $\ell=2D/\bar v$. The density extrapolates linearly to zero a distance $\ell$ behind the wall.

**Proposition 3.** With this condition at both planes, A1 and A2 unchanged, and fast atoms still sticking at the substrate,
$$T_\ell=\frac{\lambda+\ell-(\lambda-\ell)e^{-d/\lambda}}{d+2\ell}.$$

*Proof.* Write $E=e^{-d/\lambda}$. The diffusive flux into the substrate is $J-F_0E$, so $D\,n(d)=\ell(J-F_0E)$. The diffusive flux into the target is $F_0-J$, so $D\,n(0)=\ell(F_0-J)$. Insert both in the integrated flux balance:
$$Jd=F_0\lambda(1-E)-\ell(J-F_0E)+\ell(F_0-J).$$
Collecting the terms in $J$ gives
$$J(d+2\ell)=F_0\left[\lambda(1-E)+\ell(1+E)\right],$$
which is the result after division by $F_0(d+2\ell)$. ∎

As $\ell\to0$ the theorem is recovered. For finite $\ell$, substitute $\lambda(1-E)=Td$ and subtract $T$:
$$T_\ell-T=\frac{Td+\ell(1+E)-T(d+2\ell)}{d+2\ell}=\frac{\ell(1+E-2T)}{d+2\ell}.$$
This is positive. The convex curve $e^{-x/\lambda}$ lies below its chord, so its average $T$ is less than the chord's average $(1+E)/2$.

For atoms of mass 60 u in gas at 400 K, $\bar v=3.757\times10^4$ cm/s. In the example $\ell=2\times2500/37570=0.133$ cm, and
$$T_\ell-T=\frac{0.1331\,(1+0.1353-0.8646)}{5+0.2662}=0.007.$$
The transmitted fraction becomes 0.439, an increase of 1.6% relative to $T$.

High pressure does not remove this correction in relative terms. Both $\ell$ and $\lambda$ scale as $1/p$, and for $d\gg\lambda,\ell$ the ratio $T_\ell/T$ tends to $1+\ell/\lambda$. Here $\ell/\lambda=0.053$, and at 16 Pa the increase has reached 3.9%. These corrections are estimates: simple kinetic models with the same $D$ give an extrapolation length 7 to 15% longer than $2D/\bar v$, a fraction of about 0.440 at 4 Pa, and an increase of 4.2 to 4.4% at 16 Pa. These figures belong to the round parameters of the example. In general $\ell/\lambda=2pD/(C\bar v)$, which depends on the atom and the gas and can be several times larger, so the correction should be estimated afresh for a real system. Close to the target the relevant comparison is between $\ell$ and the thermalisation depth, not between $\ell$ and the gap.

## Range of validity

Diffusion needs many collisions over the distances that matter, so $\ell$ should be small compared with both $\lambda$ and $d$. At low pressure the second condition weakens: at 0.5 Pa, $\ell$ is about 1.1 cm in a 5 cm gap. The consequence for $T$ is limited, because 78% of the atoms arrive fast, and any error in the diffusive stage concerns the other 22%.

The one-dimensional picture also requires electrodes wide compared with the gap. Otherwise some atoms leave through the sides, and $J$ is no longer constant. Gas flow adds a drift term and spoils the equal chances used in Lemma 2. If thermal atoms are reflected by the surfaces, A3 must be replaced by conditions containing their sticking probabilities. Finally, a sputtered flux strong enough to heat and thin the gas makes $\lambda$ and $D$ depend on position and on $F_0$. The transmitted fraction is then no longer a function of $pd/C$ alone.

## Calculated quantities

```
Characteristic pressure-distance product: 10.0 Pa cm
Gap d: 5.0 cm; pressure p: 4.0 Pa
Emitted flux F0: 1.00e+15 cm^-2 s^-1
Product pD: 1.00e+04 Pa cm^2/s; D: 2500.0 cm^2/s
Thermalisation length lam: 2.500 cm; d/lam: 2.000
Fast fraction at substrate: 0.1353
Diffusive fraction at substrate: 0.2970
Total transmitted fraction T: 0.4323
Fraction returned to target: 0.5677
T from differential equation: 0.432332; formula: 0.432332
Deposited flux: 4.323e+14 cm^-2 s^-1
Density maximum at x: 2.096 cm
Maximum thermal-atom density: 2.051e+11 cm^-3
Random walks per test: 200000; lattice cells: 20
Walk start x/d: 0.300; substrate hits: 0.2985 +/- 0.0010
Two-stage random-walk T: 0.4332 +/- 0.0011
Thin gap d/lam=0.02: numerical T 0.990066, limit 0.990000
Thick gap d/lam=20.0: numerical T 0.050000, limit 0.050000
T, three-stage thermalisation, same mean depth: 0.4864
T, D falling linearly by factor 2 to substrate: 0.3878
Atom mass: 60.0 u; gas temperature: 400.0 K
Mean thermal speed: 3.757e+04 cm/s
Wall extrapolation length ell: 0.1331 cm
T with wall correction: 0.4392
Pressure scan (fractions of emitted flux):
p/Pa  lam/cm  d/lam  fast    diffusive  total   wall-corrected
 0.5  20.000   0.25  0.7788  0.1060     0.8848  0.8862
 1.0  10.000   0.50  0.6065  0.1804     0.7869  0.7898
 2.0   5.000   1.00  0.3679  0.2642     0.6321  0.6371
 4.0   2.500   2.00  0.1353  0.2970     0.4323  0.4392
 8.0   1.250   4.00  0.0183  0.2271     0.2454  0.2523
16.0   0.625   8.00  0.0003  0.1246     0.1250  0.1299
```
